# Noise in density-to-potential inversion: the large-wavevector response and its first correction

## The difficulty

Kohn–Sham inversion takes a density $n(\mathbf r)$ and seeks the local potential $v(\mathbf r)$ whose noninteracting ground state has that density. It is tempting to judge the result by the density alone and to accept $v$ once the target is matched to one part in $10^4$. In the uniform-gas model worked out below, a relative density error of $10^{-4}$ costs $7.7\times10^{-6}$ hartree in the potential if its wavelength is long, and $6.2\times10^{-3}$ hartree (0.17 eV) if its wavelength is 0.4 bohr, the shortest along an axis of a grid of spacing 0.2 bohr, the response being taken as that of the continuum gas. Refining the grid makes the second figure larger. A density tolerance therefore says nothing about the potential until one knows how strongly the density responds at each wavevector $q$.

Hartree atomic units are used ($\hbar=m_e=e=1$). The electrons are noninteracting, their number is fixed, $n$ counts both spins, and everything is first order in the amplitude $V$ of a ripple $\delta v=V\cos qx$.

## The estimate

The ripple transfers momentum $\pm q$ to an electron. If $q$ far exceeds the electron's own momentum, the energy cost is about $q^2/2$ whatever the orbital. All energy denominators of perturbation theory are then equal, and $\delta\phi_i\approx-(2/q^2)\,\delta v\,\phi_i$. With real orbitals and occupations $f_i$, $n=\sum_i f_i\phi_i^2$ and

$$\delta n=2\sum_i f_i\phi_i\,\delta\phi_i\approx-\frac{4n}{q^2}\,\delta v .$$

One factor 2 comes from $1/(q^2/2)$, the other from varying $\phi^2$. The sign is negative because electrons leave the regions of raised potential. First order suffices when $V\ll q^2/2$.

## The uniform gas

Take plane waves in a volume $\Omega$, with $\varepsilon_{\mathbf k}=k^2/2$ and $\mathbf q=q\hat{\mathbf x}$. Since $\delta v=\tfrac V2(e^{iqx}+e^{-iqx})$ and $\varepsilon_{\mathbf k\pm\mathbf q}-\varepsilon_{\mathbf k}=q^2/2\pm qk_x$,

$$\psi_{\mathbf k}=\frac{e^{i\mathbf k\cdot\mathbf r}}{\sqrt\Omega}\left[1-\frac V2\frac{e^{iqx}}{q^2/2+qk_x}-\frac V2\frac{e^{-iqx}}{q^2/2-qk_x}\right].$$

In $|\psi_{\mathbf k}|^2$ each first-order term appears with its complex conjugate, which turns $\tfrac V2e^{\pm iqx}$ into $V\cos qx$. Summing over the Fermi sphere with two spins gives $\delta n=\chi(q)\,\delta v$, where

$$\chi(q)=-2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\left[\frac1{q^2/2+qk_x}+\frac1{q^2/2-qk_x}\right].\tag{1}$$

Final states inside the sphere need not be excluded: the mixing of $\mathbf k$ into an occupied $\mathbf k+\mathbf q$ and the reverse mixing have opposite denominators and cancel. For $q<2k_F$ a denominator can vanish, and the same pairwise cancellation makes the integral a principal value.

For $q>2k_F$ put the bracket over a common denominator:

$$\frac{q^2}{q^4/4-q^2k_x^2}=\frac4{q^2}\,\frac1{1-4k_x^2/q^2}=\frac4{q^2}\left(1+\frac{4k_x^2}{q^2}+\frac{16k_x^4}{q^4}+\dots\right).$$

The series converges because $|k_x|\le k_F<q/2$. The integral $2\int d^3k/(2\pi)^3$ over the sphere is $n=k_F^3/3\pi^2$. The averages factor into a radial and an angular part: $\langle k_x^2\rangle=\tfrac35k_F^2\cdot\tfrac13=k_F^2/5$ and $\langle k_x^4\rangle=\tfrac37k_F^4\cdot\tfrac15=3k_F^4/35$. With $s=q/2k_F$,

$$\chi=-\frac{4n}{q^2}\left[1+\frac{4k_F^2}{5q^2}+\dots\right]=-\frac{4n}{q^2}\left[1+\frac1{5s^2}+\frac3{35s^4}+\dots\right].\tag{2}$$

The correction is positive: of an electron's two denominators one is reduced and one enlarged by $qk_x$, and since $1/\varepsilon$ is convex the gain outweighs the loss.

The closed form shows where (2) fails. The substitution $k_x\to-k_x$ makes the two terms of (1) equal, and the slab at $k_x$ has area $\pi(k_F^2-k_x^2)$. With $t=k_x/k_F$,

$$\chi=-\frac1{2\pi^2q}\int_{-k_F}^{k_F}\frac{k_F^2-k_x^2}{k_x+q/2}\,dk_x=-\frac{k_F}{4\pi^2s}\int_{-1}^1\frac{1-t^2}{t+s}\,dt .$$

Writing $1-t^2=(1-s^2)+(s-t)(s+t)$ splits the integral into $(1-s^2)\ln|(1+s)/(1-s)|+2s$, which gives the Lindhard function:

$$\chi=-\frac{k_F}{\pi^2}F(s),\qquad F(s)=\frac12+\frac{1-s^2}{4s}\ln\left|\frac{1+s}{1-s}\right| .\tag{3}$$

Because $4n/q^2=(k_F/\pi^2)/3s^2$, the ratio of exact response to estimate is $3s^2F$. As $s\to0$ the logarithm tends to $2s$, so $F\to1$ and the response saturates at $-k_F/\pi^2$ while the estimate diverges. At $s=1$, $F=1/2$ and the ratio is $3/2$. The computed ratios are:

| $s=q/2k_F$ | 0.25 | 0.5 | 1 | 2 | 4 |
|---|---|---|---|---|---|
| $\chi/(-4n/q^2)$ | 0.1835 | 0.6840 | 1.5000 | 1.0562 | 1.0128 |

The first correction alone gives $1+1/20=1.05$ at $s=2$ and $1+1/80=1.0125$ at $s=4$. All terms of (2) are positive, so for $s>1$ the ratio falls steadily toward 1. It is within 10% of 1 beyond $q=3.135\,k_F$.

## A nonuniform system

Let $\hat h=-\tfrac12\nabla^2+v$ with $v$ smooth, and let the real occupied orbitals be smooth and square integrable, equally occupied, and separated by a gap from the empty states. Occupied–occupied mixing again cancels in pairs, so it may be kept, and each orbital obeys the Sternheimer equation $(\hat h-\varepsilon_i)\,\delta\phi_i=-(\delta v-\delta\varepsilon_i)\phi_i$. The shift $\delta\varepsilon_i=V\int\phi_i^2\cos qx\,d^3r$ is a Fourier coefficient of a smooth function and falls faster than any power of $1/q$, so it is dropped.

Since $\hat h$ is real, one may solve for $\delta v=Ve^{iqx}$ and take the real part. Put $\delta\phi=e^{iqx}w$. From $\partial_x^2(e^{iqx}w)=e^{iqx}(\partial_x^2w+2iq\,\partial_xw-q^2w)$,

$$\frac{q^2}2(1+B)\,w=-V\phi,\qquad B=\frac2{q^2}\left(-iq\,\partial_x+\hat h-\varepsilon\right).$$

On smooth functions $B$ is of order $1/q$, which suggests $w_M=-(2V/q^2)\sum_{m=0}^M(-B)^m\phi$. The term $m=1$ uses $(\hat h-\varepsilon)\phi=0$:

$$-B\phi=\frac{2i}q\,\partial_x\phi .$$

For $m=2$, differentiate $(\hat h-\varepsilon)\phi=0$ to get $(\hat h-\varepsilon)\partial_x\phi=-(\partial_xv)\phi$. Then

$$B^2\phi=\frac4{q^4}\left[(-iq)^2\partial_x^2\phi+(-iq)(\hat h-\varepsilon)\partial_x\phi\right]=-\frac4{q^2}\partial_x^2\phi+\frac{4i}{q^3}(\partial_xv)\phi .$$

The force enters only at order $q^{-3}$, together with $m=3$.

The remainder is controlled as follows. The sum telescopes, $\tfrac{q^2}2(1+B)w_M=-V\phi+V(-B)^{M+1}\phi$, so $e^{iqx}w_M$ solves the Sternheimer equation up to a residual of norm $O(Vq^{-M-1})$. On states orthogonal to the level $\varepsilon$ the inverse of $\hat h-\varepsilon$ has norm $1/\Delta$, where $\Delta$ is the distance to the nearest other level. The components of $e^{iqx}w_M$ along the level itself are again Fourier coefficients of smooth functions. The error in $\delta\phi$ is therefore $O(Vq^{-M-1}/\Delta)$, which is $O(q^{1-M})$ relative to $V/q^2$. The choice $M=4$ makes it $O(q^{-3})$, the size the terms $m=3,4$ do not exceed.

Insert $w$ in $\delta n=2\sum_if_i\phi_i\,\mathrm{Re}(e^{iqx}w_i)$, with $2\phi\,\partial_x\phi=\partial_x\phi^2$ and $\mathrm{Re}(ie^{iqx})=-\sin qx$:

$$\delta n=-\frac{4V}{q^2}\left[n\cos qx-\frac{\partial_xn}q\sin qx-\frac4{q^2}\sum_if_i\phi_i\partial_x^2\phi_i\,\cos qx+O(q^{-3})\right].\tag{4}$$

The leading term is the estimate with the local density. The first correction, of relative size $|\partial_x\ln n|/q$, is a quarter period out of phase and vanishes in a uniform system. For standing waves $\partial_x^2\phi=-k_x^2\phi$, and the third term becomes $4n\langle k_x^2\rangle/q^2$, in agreement with (2). The estimate thus needs $q$ large compared with $|\nabla\ln n|$ and with twice the orbital momenta. A Coulomb nucleus violates the smoothness assumed here. Next to it a $1s$ density $e^{-2Zr}$ has $|\nabla\ln n|=2Z$, so $q\gg 2Z$ is needed at the least. The remainder bound is on the norm, so it gives no control of the relative error in a tail where $n$ is tiny.

Equation (4) was tested on six electrons in a one-dimensional harmonic trap ($\omega=1$ hartree), diagonalized with $V=\pm0.01$ hartree. Errors are root-mean-square over the grid, relative to the leading term. With one, two and three terms they are $5.43\times10^{-2}$, $2.93\times10^{-2}$, $3.46\times10^{-3}$ at $q=16$ bohr$^{-1}$ and $2.30\times10^{-2}$, $7.00\times10^{-3}$, $3.70\times10^{-4}$ at $q=32$ bohr$^{-1}$. They fall by 2.4, 4.2 and 9.4, against asymptotic factors 2, 4 and 8; the test requires at least three quarters of the latter. The first factor exceeds 2 mainly because that error contains both the sine and the cosine correction, which add roughly in quadrature. Removing the second gives $\sqrt{5.43^2-2.93^2}\,/\sqrt{2.30^2-0.70^2}=4.57/2.19=2.1$. The sine term of (4) by itself scales as $1/q$, so the excess that remains comes from the terms of relative order $q^{-3}$ and higher.

## Inversion as a second derivative

Let $\eta=\delta n/n$ be the relative error of the target density. For one occupied orbital the inversion is explicit: $\phi\propto\sqrt n$ and the Schrödinger equation gives $v=\varepsilon+\nabla^2\phi/2\phi$. Replace $\phi$ by $\phi(1+u)$ with $u=\eta/2$. Then $\nabla^2[\phi(1+u)]=(1+u)\nabla^2\phi+2\nabla\phi\cdot\nabla u+\phi\nabla^2u$. Dividing by $2\phi(1+u)$, keeping first order, and using $2\nabla\phi/\phi=\nabla\ln n$,

$$\delta v=\tfrac14\left[\nabla^2\eta+\nabla\ln n\cdot\nabla\eta\right]+\text{const}=\frac1{4n}\nabla\cdot(n\nabla\eta)+\text{const}.\tag{5}$$

This holds at every wavelength to first order in $\eta$. It also inverts (4) through relative order $1/q$ for any number of orbitals. With $g=\partial_x\ln n$, (4) gives $\eta=-(4V/q^2)[\cos qx-(g/q)\sin qx]$, so $\eta''=4V[\cos qx-(g/q)\sin qx]$ and $g\eta'=4V(g/q)\sin qx$ up to relative order $q^{-2}$. A quarter of their sum is $V\cos qx$.

For the uniform gas, inverting (2) for a ripple $\eta\propto\cos qx$ gives

$$\delta v=\frac{n\eta}\chi=-\frac{q^2}4\eta\left[1-\frac{4k_F^2}{5q^2}\right]=\tfrac14\nabla^2\eta+\frac{k_F^2}5\eta\qquad(q\gg2k_F).\tag{6}$$

At leading order the potential error is a quarter of the second derivative of the relative noise. Absolute noise is multiplied by $q^2/4n$, which is largest where the density is low, and where $\delta n$ approaches $n$ the linearization fails. For $q\ll2k_F$ the factor $q^2/4$ is replaced by $n\pi^2/k_F=k_F^2/3$. Interactions do not enter, because $v$ is defined through the noninteracting system. If the Hartree potential is later subtracted, its noise $4\pi\,\delta n/q^2$ is smaller than $q^2\delta n/4n$ by $16\pi n/q^4$.

## White noise on a grid

Let $\eta_j$ be independent from point to point with rms $\sigma$, on a grid of spacing $h$ with $hk_F\ll1$ and $h|\nabla\ln n|\ll1$. For the one-dimensional three-point Hamiltonian the one-orbital inversion reads $v_j=\varepsilon+(\phi_{j+1}-2\phi_j+\phi_{j-1})/2h^2\phi_j$. Setting $\phi_j\to\phi_j(1+\eta_j/2)$ and treating $\phi$ as constant over three points,

$$\delta v_j\approx\frac{\eta_{j+1}-2\eta_j+\eta_{j-1}}{4h^2},\qquad\delta v_{\rm rms}=\frac{\sqrt{1+4+1}\;\sigma}{4h^2}=\frac{\sqrt6\,\sigma}{4h^2}.\tag{7}$$

For several orbitals the estimate leads to the same form: the cost $q^2/2$ becomes $(1-\cos qh)/h^2$ for $kh\ll1$ and $k\ll q$, and $-2(1-\cos qh)$ is the eigenvalue of the stencil $(1,-2,1)$.

This was tested by full Newton inversion for six electrons on a ring of $L=10$ bohr, with $v_0=0.5\cos(2\pi x/L)$ hartree, a density varying from 0.21 to 0.93 bohr$^{-1}$, and Gaussian noise with $\sigma=10^{-5}$. Each row pools 800 grid values (8, 4 and 2 noise draws on 100, 200 and 400 points). "Linear" is the expected rms from the exact response matrix. The mismatch is the norm of the difference between the inverted $\delta v_j$ and (7), relative to the norm of the former.

| $h$ (bohr) | formula (hartree) | linear | Newton | mismatch |
|---|---|---|---|---|
| 0.100 | $6.124\times10^{-4}$ | $6.110\times10^{-4}$ | $6.00\times10^{-4}$ | 0.0119 |
| 0.050 | $2.449\times10^{-3}$ | $2.448\times10^{-3}$ | $2.56\times10^{-3}$ | 0.0054 |
| 0.025 | $9.798\times10^{-3}$ | $9.797\times10^{-3}$ | $9.36\times10^{-3}$ | 0.0026 |

The linear rms scales as $h^{-2.00}$. The mismatch roughly halves with $h$, which is the scaling of the omitted term $g\eta'$ against $\eta''$; that this term is the cause was not checked separately. The Newton values lie 2% below, 5% above and 5% below the formula. Scatter of this size is expected. The stencil gives neighbour correlations $-4/6$ and $1/6$, whose squares sum over all lags to $1+2(4/9+1/36)=35/18$, so the rms of 800 points has relative standard deviation $\sqrt{(35/18)/(2\cdot800)}=3.5\%$.

For a three-dimensional spectral grid, model the response by the continuum $\chi$ on the cube $|q_a|\le K=\pi/h$. White noise has equal variance in each Fourier component, so $\delta v_{\rm rms}^2=\sigma^2\langle(n/\chi)^2\rangle\approx\sigma^2\langle q^4\rangle/16$. With $\langle q_a^2\rangle=K^2/3$ and $\langle q_a^4\rangle=K^4/5$, the square of $q_x^2+q_y^2+q_z^2$ averages to $3K^4/5+6K^4/9=19K^4/15$, so

$$\delta v_{\rm rms}=\sqrt{\tfrac{19}{15}}\;\frac{\pi^2\sigma}{4h^2}.\tag{8}$$

At fixed noise per point, halving $h$ quadruples the error in both (7) and (8).

## Worked example

Take a uniform gas with round parameters: $r_s=4$ bohr, $h=0.2$ bohr, $\eta=\sigma=10^{-4}$. Then $n=3/4\pi r_s^3=3.7302\times10^{-3}$ bohr$^{-3}$ and $k_F=0.47979$ bohr$^{-1}$. The shortest wave along a grid axis has $q=\pi/h=15.708$ bohr$^{-1}$, $q^2=246.74$ bohr$^{-2}$ and $s=16.37$, far inside the asymptotic regime.

The estimate is $\chi=-4(3.7302\times10^{-3})/246.74=-6.0472\times10^{-5}$ bohr$^{-3}$ hartree$^{-1}$. The first correction is $4k_F^2/5q^2=7.46\times10^{-4}$, and $6.0472\times1.000746=6.0517$ reproduces the quadrature of (1), $-6.0517\times10^{-5}$. The long-wave response is $-4.861\times10^{-2}$ in the same unit. A ripple of $V=0.01$ hartree changes the density by $-6.05\times10^{-7}$ bohr$^{-3}$ at its crests, or $-1.62\times10^{-4}$ of $n$.

In the other direction, $\eta=10^{-4}$ is an absolute ripple of $3.7302\times10^{-7}$ bohr$^{-3}$, and the amplification is $q^2/4n=1.6537\times10^4$ hartree bohr$^3$. Their product is

$$|\delta v|=\frac{246.74\times10^{-4}}4=6.1685\times10^{-3}\ \text{hartree}=0.168\ \text{eV}.$$

Equation (6) lowers this by the factor $1-7.46\times10^{-4}$ to $6.1639\times10^{-3}$ hartree, the exact linear value for the continuum gas. A discrete Hamiltonian differs at this wavevector. With the three-point stencil, (7) gives $4\eta/4h^2=\eta/h^2=2.5\times10^{-3}$ hartree for alternating $\eta_j$. On a spectral grid $e^{iqx}$ and $e^{-iqx}$ coincide at $q=\pi/h$, both denominators in (1) become $q^2/2-q|k_x|$, and with $\langle|k_x|\rangle=\tfrac34k_F\cdot\tfrac12$ the correction is $2\langle|k_x|\rangle/q=3k_F/4q\approx2\%$. The same $\eta$ at long wavelength costs $\eta k_F^2/3=7.67\times10^{-6}$ hartree, which is 804 times less.

For white noise, (8) gives $6.94\times10^{-3}$ hartree (0.189 eV) at $h=0.2$ bohr and $2.78\times10^{-2}$ hartree (0.756 eV) at $h=0.1$ bohr. The full Lindhard function changes these values by less than 0.1%. From (6), $(n/\chi)^2\approx q^4/16-q^2k_F^2/10$, and $\langle q^2\rangle=K^2$ on the cube, so the rms is lowered by the fraction $12k_F^2/19K^2$. This is $5.9\times10^{-4}$ at $h=0.2$ bohr and $1.5\times10^{-4}$ at $h=0.1$ bohr, and it gives $6.938\times10^{-3}$ and $2.777\times10^{-2}$ hartree. The midpoint sums in the output, $6.937\times10^{-3}$ and $2.776\times10^{-2}$, are slightly lower because of their finite mesh. These figures belong to the continuum $\chi$. On an actual spectral grid the wrap-around described above acts on every $\mathbf q$ within $k_F$ of a face of the cube and lowers the rms by a further fraction of about $15k_F^2/19K^2$, so the total reduction at $h=0.2$ bohr is about 0.13% and the rms about $6.933\times10^{-3}$ hartree.

To hold the error from a single ripple of amplitude $\eta$ below $\tau=10^{-3}$ hartree, one needs $q^2\eta/4<\tau$, that is $q<q_c=2\sqrt{\tau/\eta}=2\sqrt{10}=6.32$ bohr$^{-1}$ (6.34 bohr$^{-1}$ with the full $\chi$). In this uniform gas a potential ripple of millihartree amplitude and wavelength below 0.99 bohr ($2\pi/6.34$, from the full $\chi$) changes the density by less than $10^{-4}$ of itself. A density whose error may contain a ripple of relative amplitude $10^{-4}$ at that wavevector therefore cannot determine it. Independent noise is less harmful to a single extended ripple: projecting $N$ points of rms $\sigma$ on $\cos qx$ leaves an amplitude error of only $\sigma\sqrt{2/N}$ ($\sigma/\sqrt N$ at $q=\pi/h$, where $\cos^2qx_j=1$). Where the orbital momenta are not small against $q_c/2$, the corrections in (2) and (4) shift the limiting wavelength.

The program that performs these tests, with its output, is printed below.

## Calculated quantities

```
uniform gas: rs = 4.0 bohr, n = 3.730194e-03 bohr^-3
kF = 0.47979 bohr^-1, 2kF = 0.95958 bohr^-1
q/2kF = 0.25: chi/(-4n/q^2) = 0.1835
q/2kF = 0.50: chi/(-4n/q^2) = 0.6840
q/2kF = 1.00: chi/(-4n/q^2) = 1.5000
q/2kF = 2.00: chi/(-4n/q^2) = 1.0562
q/2kF = 4.00: chi/(-4n/q^2) = 1.0128
estimate good to 10% beyond q = 1.5040 bohr^-1 = 3.135 kF
trap: omega = 1 hartree, 6 electrons, ripple V = +-0.01 hartree
trap q = 16 bohr^-1: rel. error with 1,2,3 terms = 5.43e-02, 2.93e-02, 3.46e-03
trap q = 32 bohr^-1: rel. error with 1,2,3 terms = 2.30e-02, 7.00e-03, 3.70e-04
ring: L = 10.0 bohr, v0 = 0.5 cos(2 pi x/L) hartree, 6 electrons, sigma = 1e-05
ring h = 0.100 bohr: n from 0.212 to 0.928 bohr^-1, pointwise mismatch 0.0119
  rms dv (hartree): formula 6.1237e-04, linear 6.1095e-04, Newton 6.0014e-04
ring h = 0.050 bohr: n from 0.212 to 0.927 bohr^-1, pointwise mismatch 0.0054
  rms dv (hartree): formula 2.4495e-03, linear 2.4481e-03, Newton 2.5611e-03
ring h = 0.025 bohr: n from 0.212 to 0.927 bohr^-1, pointwise mismatch 0.0026
  rms dv (hartree): formula 9.7980e-03, linear 9.7965e-03, Newton 9.3554e-03
ring: rms dv scales as h^p with p = -2.0016
example: h = 0.2 bohr, q = pi/h = 15.7080 bohr^-1, q^2 = 246.740 bohr^-2
q/2kF = 16.370, 4kF^2/(5q^2) = 7.4637e-04
chi exact = -6.05168e-05, -4n/q^2 = -6.04716e-05 bohr^-3 hartree^-1
long-wave chi = -kF/pi^2 = -4.86128e-02 bohr^-3 hartree^-1
V = 0.01 hartree: dn = -6.0517e-07 bohr^-3, dn/n = -1.6224e-04
amplification q^2/(4n) = 1.6537e+04 hartree bohr^3
eta = 0.0001: absolute ripple = 3.7302e-07 bohr^-3
dv exact = 6.16389e-03 hartree, q^2 eta/4 = 6.16850e-03 hartree = 0.1679 eV
long-wave dv = eta kF^2/3 = 7.6733e-06 hartree, ratio = 803.9
3D white noise h = 0.2 bohr: exact 6.9373e-03, formula 6.9424e-03 hartree = 0.1889 eV
3D white noise h = 0.1 bohr: exact 2.7762e-02, formula 2.7770e-02 hartree = 0.7557 eV
tau = 0.001 hartree: q_c = 6.3246 (exact 6.3392) bohr^-1, wavelength 0.9935 bohr
```
